# First-Order Fermi-Level Shift in Density Functional Perturbation Theory for Metals

## The form fixed by a shift of the energy zero

Let a weak lattice-periodic perturbation act on a metal whose number of electrons per cell is fixed. To first order, the change of the Fermi level \(\mu\) must be linear in the first-order potential \(V_1\). For a local potential the most general linear form is

\[
\mu_1=\int_{\rm cell} w(\mathbf r)\,V_1(\mathbf r)\,d\mathbf r ,
\tag{1}
\]

where \(w\) is a property of the unperturbed crystal. Now add a constant \(c\) to \(V_1\). This moves the zero of energy: every level rises by \(c\), no occupation changes, and the Fermi level rises by \(c\) as well. Equation (1) can agree with this for every \(c\) only if

\[
\int_{\rm cell} w(\mathbf r)\,d\mathbf r=1 .
\tag{2}
\]

The shift is therefore a normalized weighted mean of \(V_1\), with \(w\) an inverse volume. Symmetry does not say which electrons supply the weight. Charge conservation does.

## Setting and conventions

The electrons are described by Kohn-Sham or other mean-field orbitals in Hartree atomic units. The orbitals \(\psi_i\) have energies \(e_i\), are normalized over one cell and are orthonormal in the ordinary sense. The index \(i\) counts bands at a wavevector \(\mathbf k\), which is not written. The bracket \(\langle\cdots\rangle_{\mathbf k}\) is the average over the Brillouin zone or over a fixed mesh, with weights that add up to one. Both spins are equivalent and give a factor 2.

The occupations are

\[
f_i=F\!\left(\frac{\mu-e_i}{s}\right),\qquad F(-\infty)=0,\quad F(\infty)=1,
\tag{3}
\]

with a smooth function \(F\) and a fixed width \(s\). For Fermi-Dirac smearing \(F(x)=1/(1+e^{-x})\). The derivative

\[
d_i=\frac{\partial f_i}{\partial\mu}=\frac1s\,F'\!\left(\frac{\mu-e_i}{s}\right)
\tag{4}
\]

is a smeared delta function: its integral over \(e_i\) is one, and for Fermi-Dirac or Gaussian smearing it is concentrated within a few \(s\) of \(\mu\). Since \(f_i\) depends on the difference \(\mu-e_i\), we also have \(\partial f_i/\partial e_i=-d_i\).

Two quantities follow from \(d_i\), the smeared density of states per cell and its local counterpart:

\[
D=2\Big\langle\sum_i d_i\Big\rangle_{\mathbf k},\qquad
n_F(\mathbf r)=2\Big\langle\sum_i d_i|\psi_i(\mathbf r)|^2\Big\rangle_{\mathbf k}.
\tag{5}
\]

Normalization of the orbitals gives \(\int_{\rm cell}n_F\,d\mathbf r=D\).

The external potential changes by \(\lambda W\), where \(W\) is Hermitian and lattice-periodic and the lattice vectors stay fixed. The electrons respond, so the total potential changes by \(\lambda V_1+O(\lambda^2)\), where \(V_1\) includes the induced part. A subscript 1 denotes a derivative with respect to \(\lambda\) at \(\lambda=0\).

## The shift from charge conservation

The number of electrons per cell is

\[
N=2\Big\langle\sum_i F\!\left(\frac{\mu-e_i}{s}\right)\Big\rangle_{\mathbf k}
\tag{6}
\]

for every \(\lambda\). Because \(V_1\) is lattice-periodic, it does not mix different \(\mathbf k\). For a nondegenerate level, first-order perturbation theory gives

\[
e_{i1}=(V_1)_{ii}=\langle\psi_i|V_1|\psi_i\rangle .
\tag{7}
\]

In a degenerate group at one \(\mathbf k\), the first-order energies are the eigenvalues of the matrix of \(V_1\) within the group. All members share the same \(d_i\), so only the sum of these eigenvalues is needed. It is the trace, which equals the sum of the diagonal elements in any orthonormal basis of the group. Equation (7) may therefore be used inside the sums below without diagonalizing the group.

The chain rule gives the first-order change of an occupation,

\[
f_{i1}=\frac{\partial f_i}{\partial\mu}\mu_1+\frac{\partial f_i}{\partial e_i}e_{i1}
=d_i\,(\mu_1-e_{i1}).
\tag{8}
\]

A level with \(d_i>0\) gains electrons if it rises less than the Fermi level does. The derivative of (6) must vanish:

\[
0=2\Big\langle\sum_i d_i\,(\mu_1-e_{i1})\Big\rangle_{\mathbf k}
=D\,\mu_1-2\Big\langle\sum_i d_i\,(V_1)_{ii}\Big\rangle_{\mathbf k}.
\tag{9}
\]

If \(D\neq0\), this can be solved for the shift:

\[
\boxed{\;\mu_1=\frac{\big\langle\sum_i d_i\,(V_1)_{ii}\big\rangle_{\mathbf k}}
{\big\langle\sum_i d_i\big\rangle_{\mathbf k}}\;}
\tag{10}
\]

The factor 2 for spin has cancelled. For a local \(V_1\), the diagonal element is \(\int_{\rm cell}|\psi_i|^2V_1\,d\mathbf r\). Taking the sum inside the integral and using (5) gives

\[
\mu_1=\frac1D\int_{\rm cell}n_F(\mathbf r)\,V_1(\mathbf r)\,d\mathbf r .
\tag{11}
\]

The weight in (1) is thus \(w=n_F/D\), and it satisfies (2). Equation (10) also holds for a nonlocal \(V_1\), such as one with pseudopotential projectors, whereas (11) needs a local one.

If \(F\) increases monotonically, no \(d_i\) is negative, and \(\mu_1\) lies between the smallest and the largest \((V_1)_{ii}\). Some smearing functions are not monotonic. Equation (10) still follows from (6), but some weights are then negative, this bound is lost, and \(D\) could vanish.

## The Fermi-surface average as the sharp limit

At finite \(s\), equation (10) averages over a shell of states around \(\mu\). As \(s\to0\) on a converged mesh, \(d_i\to\delta(\mu-e_i)\). In \(p\) dimensions, with cell volume \(\Omega\), the zone average is \(\Omega(2\pi)^{-p}\int d^pk\). Near the Fermi surface we split the volume element into an area element \(dS\) on a surface of constant energy and a thickness \(de/|\nabla_{\mathbf k}e_i|\). The delta function removes the energy integral, and the prefactor cancels in the ratio:

\[
\mu_1\to
\frac{\displaystyle\sum_i\int_{e_i=\mu}\frac{dS}{|\nabla_{\mathbf k}e_i|}\,(V_1)_{ii}}
{\displaystyle\sum_i\int_{e_i=\mu}\frac{dS}{|\nabla_{\mathbf k}e_i|}} .
\tag{12}
\]

This is the Fermi-surface average of \(V_1\). Slow electrons weigh more, because a given energy interval holds more of them.

The error of a finite width follows from a Taylor expansion. Let \(A(e)\) be the density of states, or the same density weighted with \((V_1)_{ii}\). If \(F'\) is even and decays fast enough for its moments to be finite, the term linear in \(e-\mu\) integrates to zero, and

\[
\int \frac1s F'\!\left(\frac{\mu-e}{s}\right)A(e)\,de
=A(\mu)+\frac{s^2}{2}A''(\mu)\int x^2F'(x)\,dx+\dots
\tag{13}
\]

Numerator and denominator of (10) each have this form. For Fermi-Dirac smearing the shell average therefore differs from (12) at order \(s^2\), provided that \(A\) is smooth over the shell. A band edge or a van Hove singularity within a few \(s\) of \(\mu\) spoils the expansion.

## The extra contribution to the density

The density is determined by the potential and by \(\mu\). Its first-order change has one part from the potential at fixed \(\mu\) and one from the motion of \(\mu\):

\[
n_1(\mathbf r)=n_1^{\rm fix}(\mathbf r)+\mu_1\,\frac{\partial n(\mathbf r)}{\partial\mu}
=n_1^{\rm fix}(\mathbf r)+\mu_1\,n_F(\mathbf r).
\tag{14}
\]

The last step differentiates \(n=2\langle\sum_i f_i|\psi_i|^2\rangle_{\mathbf k}\) with the orbitals held fixed and uses (4) and (5). The term \(\mu_1n_F\) is the extra contribution.

To find \(n_1^{\rm fix}\), consider the density matrix \(\rho\) at one \(\mathbf k\). It is a function of the Hamiltonian \(H\), so \([H,\rho]=0\) for every \(\lambda\). At first order,

\[
[H_0,\rho_1]+[V_1,\rho_0]=0 .
\tag{15}
\]

The matrix element between \(\psi_i\) and \(\psi_j\), with \(\rho_0\psi_i=f_i\psi_i\), is

\[
(e_i-e_j)(\rho_1)_{ij}+(V_1)_{ij}(f_j-f_i)=0 .
\tag{16}
\]

For \(e_i\neq e_j\) this gives

\[
(\rho_1)_{ij}=\Phi_{ij}(V_1)_{ij},\qquad
\Phi_{ij}=\frac{f_i-f_j}{e_i-e_j}.
\tag{17}
\]

For \(e_i=e_j\), which includes \(i=j\), equation (16) gives no information. Choose a basis of the degenerate group in which \(V_1\) is diagonal. At fixed \(\mu\) the occupations in this basis change by \(-d_i(V_1)_{ii}\), and mixing with states outside the group alters the block inside it at second order only. The block of \(\rho_1\) is therefore \(-d_i\) times the block of \(V_1\). Since \(d_i\) is a common number, this holds in every basis of the group. Hence \(\Phi_{ij}=-d_i\) for \(e_i=e_j\), which is also the limit of the quotient in (17). The density at fixed Fermi level changes by

\[
n_1^{\rm fix}(\mathbf r)=2\Big\langle\sum_{ij}\Phi_{ij}\,(V_1)_{ij}\,
\psi_i(\mathbf r)\psi_j^*(\mathbf r)\Big\rangle_{\mathbf k}.
\tag{18}
\]

Separating the terms with \(i=j\) and inserting (18) into (14), we find

\[
n_1=2\Big\langle\sum_{i\ne j}\Phi_{ij}(V_1)_{ij}\psi_i\psi_j^*\Big\rangle_{\mathbf k}
+2\Big\langle\sum_i d_i\big[\mu_1-(V_1)_{ii}\big]|\psi_i|^2\Big\rangle_{\mathbf k}.
\tag{19}
\]

The total does not depend on the basis chosen inside a degenerate group, but the division into two sums does. In a basis where \(V_1\) is diagonal within each degenerate group, the first sum describes the deformation of the orbitals, and the second is the transfer of electrons between levels near \(\mu\), with the occupation changes of (8). In another basis, part of this transfer appears in the terms of the first sum with \(e_i=e_j\).

Now integrate over the cell. Orthonormality leaves only \(i=j\) in (18), so

\[
\int_{\rm cell}n_1^{\rm fix}\,d\mathbf r
=-2\Big\langle\sum_i d_i(V_1)_{ii}\Big\rangle_{\mathbf k}=-D\mu_1,
\qquad
\int_{\rm cell}\mu_1n_F\,d\mathbf r=+D\mu_1 .
\tag{20}
\]

The first result uses (9). The total is zero, as it must be. The extra term restores the charge \(D\mu_1\) that the cell would lose if \(\mu\) were held fixed while the total potential changed by the same \(V_1\). It restores it with the shape of \(n_F\), not uniformly. If a reservoir holds \(\mu\) fixed, the extra term is absent and the charge of the cell changes by \(-2\langle\sum_i d_i(V_1)_{ii}\rangle_{\mathbf k}\), where \(V_1\) now includes the potential of this charge. With a short-range interaction this change is in general nonzero. In a bulk crystal with Coulomb interaction a periodic net charge is impossible, so the constant part of \(V_1\) adjusts until this average vanishes and the cell stays neutral.

## Self-consistency and the energy zero

The induced density changes the potential. With \(K\) the derivative of the Hartree and exchange-correlation potential with respect to the density,

\[
V_1=W+K n_1 .
\tag{21}
\]

Equations (10), (14), (18) and (21) are solved together. From a trial \(n_1\) one forms \(V_1\), then \(\mu_1\), then a new \(n_1\), and repeats with mixing until nothing changes. With \(\mu_1\) updated in every cycle, each new \(n_1\) is neutral by (20). This matters for the Coulomb interaction, whose uniform component diverges for a periodic density with net charge.

By linearity, the average (10) of \(V_1\) is the average of \(W\) plus that of \(Kn_1\). Using the bare \(W\) omits the second part.

A constant \(c\) added to \(V_1\) changes \(\mu_1\) by \(c\) but leaves \(n_1\) unchanged. Indeed, \((c)_{ij}=c\,\delta_{ij}\), so (18) gives \(-c\,n_F\), and the extra term gives \(+c\,n_F\). In an infinite crystal the mean of the electrostatic potential is a matter of convention. The value of \(\mu_1\) has meaning relative to that convention, while \(n_1\) does not depend on it.

## Limiting cases and limits of validity

For a uniform electron gas, \(|\psi_i|^2\) is constant for plane waves. Equation (11) then gives the cell mean of \(V_1\), and a perturbation with zero mean does not move \(\mu\) at first order.

If the crystal has inversion symmetry and \(V_1\) is local and odd, then \(n_F\) is even, the integrand of (11) is odd, and \(\mu_1=0\). The density still responds through (18).

Suppose next that the perturbation has a wavevector \(\mathbf q\) that is not a reciprocal-lattice vector. Translation by a lattice vector \(\mathbf R\) multiplies \(V_1\) by \(e^{i\mathbf q\cdot\mathbf R}\) and leaves \(|\psi_i|^2\) unchanged. The diagonal element, taken over the whole crystal, equals itself times this factor. For some \(\mathbf R\) the factor is not one, so the element vanishes, and with it \(\mu_1\). The limit \(\mathbf q\to0\) need not agree with the case \(\mathbf q=0\): for \(V_1=c\cos(\mathbf q\cdot\mathbf r)\) the shift is zero at each small nonzero \(\mathbf q\), but it is \(c\) at \(\mathbf q=0\).

In an insulator with sharp occupations and \(\mu\) in the gap, every \(d_i\) is zero. Equation (9) reads \(0=0\) and does not determine \(\mu_1\). With a small monotonic smearing, \(\mu_1\) stays within the range of the \((V_1)_{ii}\) while \(D\to0\). The charge \(D\mu_1\) in the extra term then vanishes, and the density response needs no correction.

## A two-dimensional metal

Take a square lattice with \(a=5\) bohr, one electron per cell and the external potential \(-0.10\,(\cos Gx+\cos Gy)\) hartree, where \(G=2\pi/a\). The electrons interact through a local mean-field potential \(g\,n(\mathbf r)\) with \(g=2\) hartree bohr\(^2\), so that \(K=g\). These are model parameters and represent no particular material. The perturbation is \(W=\cos Gx\). Here \(\lambda\) is an energy, and \(V_1\) and \(\mu_1\) are pure numbers.

With 25 plane waves, a \(24\times24\) mesh and Fermi-Dirac smearing of 0.010 hartree, the unperturbed crystal has \(\mu=0.1922\) hartree and \(D=8.830\) per hartree and cell. The self-consistent solution of the response equations gives

\[
\mu_1=0.13168 .
\tag{22}
\]

Central differences of complete self-consistent calculations at fixed \(N\) give the same value to the digits shown. All numbers below refer to this mesh unless stated otherwise. On a \(48\times48\) mesh \(D\) falls to 8.819, \(\mu_1\) rises by less than \(10^{-5}\), and the product \(D\mu_1\) changes from 1.163 to 1.161. With 49 plane waves, \(\mu\), \(D\) and \(\mu_1\) are unchanged to the digits shown.

The sign can be read from (11). Both \(W\) and \(n_1\) have zero mean, hence so has \(V_1\), and a shift requires \(n_F\) to vary in space. At the potential minimum \((0,0)\), \(n_F=0.628\) bohr\(^{-2}\) hartree\(^{-1}\); at \((a/2,0)\) it is 0.331. The values of \(V_1\) at these points are

\[
1+2(-0.1262)=0.748,\qquad -1+2(0.1138)=-0.772 .
\tag{23}
\]

Of these two points, the one where \(V_1\) is positive has the larger weight, in line with \(\mu_1>0\). Equation (23) also shows screening: the induced potential opposes \(W\) at both points. Averaging the bare \(W\) gives 0.1640, which is 25% above the correct shift. The difference, \(0.13168-0.16404=-0.03236\), is the average of \(g\,n_1\).

The density response, in bohr\(^{-2}\) hartree\(^{-1}\), is composed as follows:

| Point | \(n_1^{\rm fix}\) | \(\mu_1n_F\) | \(n_1\) |
|---|---:|---:|---:|
| \((0,0)\) | −0.2089 | 0.0827 | −0.1262 |
| \((a/2,0)\) | 0.0702 | 0.0436 | 0.1138 |

Without the extra term, and with \(V_1\) kept at the self-consistent value found above, the magnitude of the response would be 66% too large at the first point and 38% too small at the second, relative to the correct values. The missing charge would be \(D\mu_1=8.830\times0.13168=1.163\) electrons per hartree of \(\lambda\) in each cell. The numerical check confirms both parts of (14): finite differences at fixed \(\mu\), with the total potential changed by a small multiple of the frozen \(V_1\), reproduce \(n_1^{\rm fix}\), and self-consistent ones at fixed \(N\) reproduce \(n_1\).

For the sharp limit, the potential, \(V_1\) and \(\mu\) are frozen at the values found above. The Fermi line is closed around the zone centre, with radius 0.504 bohr\(^{-1}\) along \(x\) and 0.498 bohr\(^{-1}\) along the diagonal. The diagonal element of \(V_1\) is far less uniform: 0.203 along \(x\) and 0.080 along \(y\). In polar coordinates the weight in (12) is \(k_F\,d\theta/(\partial e/\partial k)\), because each ray from the centre crosses the line once. The line integral gives 0.12764. Shell averages with widths 0.006 and 0.003 hartree give 0.12905 and 0.12795. Their excesses over the line integral, 0.00141 and 0.00031, have a ratio of about 4.5. Equation (13) gives 4 at leading order, and the rest comes from higher orders in \(s\): halving the width once more, to 0.0015 hartree on a \(288\times288\) mesh, reduces the excess to 0.000075, a ratio of 4.1. The value (22), with its width of 0.010 hartree, is 3% above the line integral.

The form of the smearing changes the weights but not the validity of (10). With Gaussian smearing of the same nominal width and \(V_1\) frozen, the formula and the finite difference both give 0.12899 on the \(24\times24\) mesh. The Gaussian shell is narrower than the Fermi-Dirac one, and this mesh does not resolve it: meshes of \(48\times48\) and finer give 0.12846. Equation (10) holds on any fixed mesh, but its value is converged only when the mesh resolves the shell. For the odd perturbation \(\sin Gx\), the computed \(\mu_1\) is zero to rounding error, although \(n_1\) reaches about 0.12 bohr\(^{-2}\) hartree\(^{-1}\).

Finally, let \(\lambda=0.002\) hartree. The linear shift is

\[
\lambda\mu_1=0.002\times0.13168=2.634\times10^{-4}\ \text{hartree}=7.17\ \text{meV}.
\tag{24}
\]

The full self-consistent shift is \(2.607\times10^{-4}\) hartree. The linear result exceeds it by 1%, which is the size of the higher-order terms in \(\lambda\) for this model and this perturbation.

## Values computed for the example and the checks

```
lattice constant a = 5.0 bohr
electrons per cell = 1
external potential amplitude = 0.10 hartree
interaction strength g = 2.0 hartree bohr^2
smearing width = 0.010 hartree
k-mesh = 24 x 24, plane waves = 25
Fermi level mu = 0.192222 hartree
density of states D = 8.83027 per hartree per cell
mu1, average formula = 0.1316793 (hartree per hartree)
mu1, finite difference = 0.1316793 (hartree per hartree)
mu1, from n_F and V1 = 0.1316793 (hartree per hartree)
mu1 with bare W, wrong = 0.1640388 (hartree per hartree)
finite-difference step h = 1.0e-04 hartree
charge of n1 at fixed mu = -1.162764 per hartree
charge of extra term = 1.162764 per hartree
charge of total n1 = -3.1e-16 per hartree
densities below: n_F and all n1 in bohr^-2 per hartree
at (0,0): n_F = 0.628126
at (0,0): n1 at fixed mu = -0.208908
at (0,0): extra term mu1*n_F = 0.082711
at (0,0): total n1 = -0.126197
at (0,0): n1, finite difference = -0.126197
at (a/2,0): n_F = 0.330975
at (a/2,0): n1 at fixed mu = 0.070243
at (a/2,0): extra term mu1*n_F = 0.043583
at (a/2,0): total n1 = 0.113826
at (a/2,0): n1, finite difference = 0.113826
largest n1 error, full formula = 1.2e-09
largest n1 error without extra term = 0.082711
Gaussian smearing, frozen V1: average = 0.1289902
Gaussian smearing, finite difference = 0.1289902
odd perturbation sin(Gx): |mu1| = 1.4e-16
odd perturbation: largest |n1| = 0.12232
Fermi radius along x = 0.50376 bohr^-1
Fermi radius along diagonal = 0.49760 bohr^-1
<V1> on Fermi line along x = 0.20309
<V1> on Fermi line along y = 0.07982
sharp Fermi-line average of V1 = 0.127639
smeared average, width 0.006 hartree = 0.129046
smeared average, width 0.003 hartree = 0.127948
sharp density of states = 8.68163 per hartree per cell
same, width 0.003 hartree = 8.69193
lambda = 0.002 hartree
linear shift lambda*mu1 = 2.6336e-04 hartree
linear shift = 7.166 meV
full self-consistent shift = 2.6074e-04 hartree
```
